# Proton-transfer barrier between two facing Morse potentials: a numerical check

```python
# Result under test: a proton between two like sites a distance R apart has
#   V = M(r1) + M(r2),  M(r) = D*(1 - exp(-a*(r - r0)))**2,  r1 + r2 = R on the axis.
# Its transfer barrier is D*(1 - exp(-a*(R - Rc)/2))**2 for R > Rc and zero for
# 2*r0 < R <= Rc, where Rc = 2*r0 + 2*ln(2)/a.
# D: well depth (eV), a: inverse range (1/nm), r0: bond length (nm),
# x: proton displacement from the midpoint (nm), y: displacement off the axis (nm),
# q = exp(-a*(R/2 - r0)).  Energies in eV, lengths in nm, curvatures in eV/nm^2.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.ndimage import label
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.stats import norm
from pyscf import gto, scf, mp

D, a, r0 = 4.8, 22.0, 0.096
R0, T, K = 0.280, 383.0, 125.0
bias = 0.2
kT = const.k * T / const.e
kinetic = const.hbar**2 / (2 * const.m_p) / const.e * 1e18   # eV nm^2


def morse(r, depth=D, a_=a, r0_=r0):
    return depth * (1 - np.exp(-a_ * (r - r0_)))**2


def potential(x, R, y=0.0, depth=D, a_=a, r0_=r0):
    r1 = np.sqrt((R / 2 + x)**2 + y**2)
    r2 = np.sqrt((R / 2 - x)**2 + y**2)
    return morse(r1, depth, a_, r0_) + morse(r2, depth, a_, r0_)


def critical_distance(a_=a, r0_=r0):
    return 2 * r0_ + 2 * np.log(2) / a_


def barrier_formula(R, depth=D, a_=a, r0_=r0):
    excess = np.maximum(R - critical_distance(a_, r0_), 0.0)
    return depth * (1 - np.exp(-a_ * excess / 2))**2


def numerical_well(R, depth=D, a_=a, r0_=r0):
    found = minimize_scalar(lambda x: potential(x, R, 0.0, depth, a_, r0_),
                            bounds=(0.0, R / 2 - r0_), method="bounded",
                            options={"xatol": 1e-11})
    return found.x, potential(0.0, R, 0.0, depth, a_, r0_) - found.fun


def quantum_energy(energy):
    """hbar*omega of a proton for a curvature in eV/nm^2."""
    return np.sqrt(2 * kinetic * abs(energy))


# Completed square, from the defining sum; E stands for exp(a*x)
E, qs = sp.symbols("E q", positive=True)
defining = (1 - qs / E)**2 + (1 - qs * E)**2
square = 1 - 2 * qs**2 + (qs * (E + 1 / E) - 1)**2
assert sp.expand(defining - square) == 0

# Barrier found by minimizing the defining sum, for several parameter sets
for depth, a_, r0_, excess in [(4.8, 22, 0.096, 0.025), (3.0, 15, 0.11, 0.04),
                               (6.0, 30, 0.09, 0.01), (4.0, 18, 0.10, 0.10)]:
    R = critical_distance(a_, r0_) + excess
    numeric = numerical_well(R, depth, a_, r0_)[1]
    assert abs(numeric / barrier_formula(R, depth, a_, r0_) - 1) < 1e-6


# Distance at which two wells merge, by counting zeros of the force
def stationary_count(R, depth1, depth2):
    x = np.linspace(-0.08, 0.08, 4000)     # even count: x = 0 is not a node
    y1 = np.exp(-a * (R / 2 + x - r0))
    y2 = np.exp(-a * (R / 2 - x - r0))
    slope = 2 * a * (depth1 * y1 * (1 - y1) - depth2 * y2 * (1 - y2))
    return np.count_nonzero(np.diff(np.sign(slope)))


def merging_distance(depth1, depth2):
    low, high = 0.22, 0.30
    assert stationary_count(low, depth1, depth2) == 1
    assert stationary_count(high, depth1, depth2) == 3
    for _ in range(40):
        middle = (low + high) / 2
        if stationary_count(middle, depth1, depth2) == 1:
            low = middle
        else:
            high = middle
    return high


Rc = critical_distance()
Rc_counted = merging_distance(D, D)
assert abs(Rc_counted - Rc) < 1e-6

# Wells, bond orders and curvatures at the example distance
q = np.exp(-a * (R0 / 2 - r0))
B = barrier_formula(R0)
x_well = np.arccosh(1 / (2 * q)) / a
x_numeric, B_numeric = numerical_well(R0)
assert abs(x_well - x_numeric) < 1e-7
r_short, r_long = R0 / 2 - x_well, R0 / 2 + x_well
order_short = np.exp(-a * (R0 / 2 - x_numeric - r0))
order_long = np.exp(-a * (R0 / 2 + x_numeric - r0))
assert abs(order_short + order_long - 1) < 1e-6
assert abs(order_short * order_long - q**2) < 1e-10
curv_top = -4 * D * a**2 * q * (1 - 2 * q)
curv_well = 2 * D * a**2 * (1 - 4 * q**2)
bend_well = 2 * D * a * q**2 * (1 / r_short + 1 / r_long)
bend_top = 4 * D * a * q * (1 - q) / (R0 / 2)
h = 1e-5
for x, along, across in [(0.0, curv_top, bend_top), (x_well, curv_well, bend_well)]:
    centre = potential(x, R0)
    fd_along = (potential(x + h, R0) + potential(x - h, R0) - 2 * centre) / h**2
    fd_across = 2 * (potential(x, R0, h) - centre) / h**2
    assert abs(fd_along / along - 1) < 1e-4
    assert abs(fd_across / across - 1) < 1e-4

# Limiting laws near and at the critical distance
small = 0.01 / a
x_near, B_near = numerical_well(Rc + small)
assert abs(B_near / (D * a**2 * small**2 / 4) - 1) < 0.01
assert abs(x_near / np.sqrt(small / a) - 1) < 0.01
x_small = 0.05 / a
quartic = potential(x_small, Rc) - potential(0.0, Rc)
assert abs(quartic / (D * a**4 * x_small**4 / 4) - 1) < 0.002

# Freedom to leave the axis changes neither the well nor the crossing point
off_axis = minimize(lambda p: potential(p[0], R0, p[1]), [0.03, 0.01],
                    method="Nelder-Mead", options={"xatol": 1e-8, "fatol": 1e-13})
assert abs(off_axis.x[1]) < 1e-4 and abs(off_axis.x[0] - x_well) < 1e-4
y_scan = np.linspace(-0.1, 0.1, 2001)
assert abs(y_scan[np.argmin(potential(0.0, R0, y_scan))]) < 1e-9

# Different model: lower of two crossing Morse curves
x_scan = np.linspace(-(R0 / 2 - r0), R0 / 2 - r0, 2001)
lower_curve = np.minimum(morse(R0 / 2 + x_scan), morse(R0 / 2 - x_scan))
B_crossing = lower_curve.max() - lower_curve.min()
assert abs(B_crossing - D * (1 - q)**2) < 1e-8


# Proton levels on a uniform grid with the sinc basis
def levels(grid, energy):
    step = grid[1] - grid[0]
    i = np.arange(len(grid))
    diff = i[:, None] - i[None, :]
    sign = 1.0 - 2.0 * (np.abs(diff) % 2)
    safe = np.where(diff == 0, 1, diff)
    hamiltonian = kinetic / step**2 * sign * np.where(diff == 0, np.pi**2 / 3,
                                                      2.0 / safe**2)
    hamiltonian[i, i] += energy
    return eigh(hamiltonian, eigvals_only=True, subset_by_index=[0, 3])


free_quantum = quantum_energy(2 * D * a**2)
r_grid = np.linspace(0.03, 0.30, 241)
morse_ground = free_quantum / 2 - free_quantum**2 / (16 * D)
assert abs(levels(r_grid, morse(r_grid))[0] - morse_ground) < 1e-6


def proton_levels(R, points=161):
    grid = np.linspace(-0.09, 0.09, points)
    return levels(grid, potential(grid, R))


bottom = potential(x_well, R0)
E_levels = proton_levels(R0) - bottom
assert np.max(np.abs(E_levels - (proton_levels(R0, 221) - bottom))) < 1e-6
splitting = E_levels[1] - E_levels[0]
transfer_time = const.h / (2 * splitting * const.e) * 1e15
R_ground = brentq(lambda R: proton_levels(R)[0] - potential(0.0, R), Rc, R0)
T_cross = quantum_energy(curv_top) * const.e / (2 * np.pi * const.k)
bend_shift = quantum_energy(bend_top) - quantum_energy(bend_well)  # two bends, half each

# Heavy sites free to approach: relaxed barrier, tested by flooding an energy map
relaxed = minimize_scalar(lambda R: K * (R - R0)**2 / 2 + barrier_formula(R),
                          bounds=(Rc, R0), method="bounded", options={"xatol": 1e-10})
B_relaxed, R_relaxed = relaxed.fun, relaxed.x
B_bound = K * (R0 - Rc)**2 / 2
assert B_relaxed <= B_bound
R_map = np.linspace(0.240, 0.300, 601)
x_map = np.linspace(-0.05, 0.05, 401)
V_map = potential(x_map[None, :], R_map[:, None])
W_map = V_map - V_map.min(axis=1)[:, None] + K * (R_map[:, None] - R0)**2 / 2
row = np.argmin(np.abs(R_map - R0))
left = np.argmin(np.abs(x_map + x_well))
right = np.argmin(np.abs(x_map - x_well))
for factor, joined in [(0.97, False), (1.03, True)]:
    pools = label(W_map < factor * B_relaxed)[0]
    assert pools[row, left] > 0 and pools[row, right] > 0
    assert (pools[row, left] == pools[row, right]) == joined
R_spread = np.sqrt(kT / K)
share_below = norm.cdf((Rc - R0) / R_spread)

# Unequal sites: second site shallower by the bias
x_bias = np.linspace(-0.08, 0.08, 8001)
V_bias = morse(R0 / 2 + x_bias) + morse(R0 / 2 - x_bias, D - bias)
inner = V_bias[1:-1]
minima = inner[(inner < V_bias[:-2]) & (inner < V_bias[2:])]
maxima = inner[(inner > V_bias[:-2]) & (inner > V_bias[2:])]
assert len(minima) == 2 and len(maxima) == 1
B_from_deep = maxima[0] - minima.min()
B_from_shallow = maxima[0] - minima.max()
R_bias = merging_distance(D, D - bias)

# Electronic-structure comparison: H5O2+ with rigid water units, MP2/6-31G**
hartree = const.physical_constants["Hartree energy in eV"][0]
OH_water, half_angle = 0.097, np.radians(54.0)


def cation_energy(r, R):
    s = 10 * OH_water * np.sin(half_angle)
    c = 10 * OH_water * np.cos(half_angle)
    L = 10 * R
    atoms = [["O", (0, 0, 0)], ["H", (s, 0, -c)], ["H", (-s, 0, -c)],
             ["O", (0, 0, L)], ["H", (0, s, L + c)], ["H", (0, -s, L + c)],
             ["H", (0, 0, 10 * r)]]
    molecule = gto.M(atom=atoms, basis="6-31g**", charge=1, unit="Angstrom", verbose=0)
    field = scf.RHF(molecule)
    field.conv_tol = 1e-9
    field.kernel()
    assert field.converged
    correlated = mp.MP2(field)
    correlated.kernel()
    return correlated.e_tot * hartree


def cation_barrier(R):
    middle = cation_energy(R / 2, R)
    best = minimize_scalar(lambda r: cation_energy(r, R), bounds=(0.092, R / 2),
                           method="bounded", options={"xatol": 1e-3})
    if best.fun >= middle:
        return 0.0, R / 2
    return middle - best.fun, best.x


B_mp2, r_mp2 = cation_barrier(R0)
B_mp2_c, r_mp2_c = cation_barrier(Rc)

print(f"Well depth D = {D:.2f} eV")
print(f"Inverse range a = {a:.1f} 1/nm")
print(f"Bond length r0 = {r0:.4f} nm")
print(f"Site distance R = {R0:.4f} nm")
print(f"Bake temperature = {T:.0f} K")
print(f"Thermal energy kT = {kT:.4f} eV")
print(f"Critical distance Rc, formula = {Rc:.5f} nm")
print(f"Critical distance, from counting = {Rc_counted:.5f} nm")
print(f"Critical distance, converted = {10 * Rc:.4f} angstrom")
print(f"q at R = {q:.5f}")
print(f"Barrier, formula = {B:.5f} eV")
print(f"Barrier, direct minimization = {B_numeric:.5f} eV")
print(f"Barrier, converted = {B * const.e * const.N_A / 1000:.2f} kJ/mol")
print(f"Near-threshold quadratic estimate = {D * a**2 * (R0 - Rc)**2 / 4:.5f} eV")
print(f"Well displacement from midpoint = {x_well:.5f} nm")
print(f"Short and long bonds = {r_short:.5f}, {r_long:.5f} nm")
print(f"Bond orders y1, y2 = {order_short:.4f}, {order_long:.4f}")
print(f"Curvature at barrier top = {curv_top:.1f} eV/nm^2")
print(f"Curvature in well = {curv_well:.1f} eV/nm^2")
print(f"Boltzmann factor exp(-B/kT) = {np.exp(-B / kT):.3e}")
print(f"Crossing-curves model, barrier = {B_crossing:.4f} eV")
print(f"Crossing-curves model, vanishing distance = {2 * r0:.4f} nm")
print(f"Free-bond vibration quantum = {free_quantum:.4f} eV")
print(f"Well vibration quantum, harmonic = {quantum_energy(curv_well):.4f} eV")
print(f"Proton levels 0 and 1 above well = {E_levels[0]:.5f}, {E_levels[1]:.5f} eV")
print(f"Proton levels 2 and 3 above well = {E_levels[2]:.5f}, {E_levels[3]:.5f} eV")
print(f"Tunnel splitting = {splitting:.5f} eV")
print(f"Coherent transfer time h/(2*splitting) = {transfer_time:.1f} fs")
print(f"Distance where ground level meets top = {R_ground:.5f} nm")
print(f"Tunnelling crossover temperature = {T_cross:.0f} K")
print(f"Bending quanta, well and top = {quantum_energy(bend_well):.4f}, "
      f"{quantum_energy(bend_top):.4f} eV")
print(f"Barrier shift from two bends = {bend_shift:.4f} eV")
print(f"Heavy-site stiffness K = {K:.0f} eV/nm^2")
print(f"Relaxed barrier = {B_relaxed:.5f} eV")
print(f"Site distance at relaxed barrier = {R_relaxed:.5f} nm")
print(f"Upper bound K*(R-Rc)^2/2 = {B_bound:.5f} eV")
print(f"Thermal rms spread of distance = {R_spread:.5f} nm")
print(f"Thermal share of distances below Rc = {100 * share_below:.2f} percent")
print(f"Site-depth difference = {bias:.2f} eV")
print(f"Biased barrier from deeper site = {B_from_deep:.4f} eV")
print(f"Biased barrier from shallower site = {B_from_shallow:.4f} eV")
print(f"Biased merging distance = {R_bias:.5f} nm")
print(f"H5O2+ water O-H length = {OH_water:.4f} nm")
print(f"H5O2+ water H-O-H angle = {2 * np.degrees(half_angle):.0f} degrees")
print(f"H5O2+ MP2/6-31G** barrier at R = {B_mp2:.3f} eV")
print(f"H5O2+ MP2/6-31G** short bond at R = {r_mp2:.3f} nm")
print(f"H5O2+ MP2/6-31G** barrier at Rc = {B_mp2_c:.3f} eV")
print(f"H5O2+ MP2/6-31G** short bond at Rc = {r_mp2_c:.3f} nm")
print("all good")
```

Printed output:

```
Well depth D = 4.80 eV
Inverse range a = 22.0 1/nm
Bond length r0 = 0.0960 nm
Site distance R = 0.2800 nm
Bake temperature = 383 K
Thermal energy kT = 0.0330 eV
Critical distance Rc, formula = 0.25501 nm
Critical distance, from counting = 0.25501 nm
Critical distance, converted = 2.5501 angstrom
q at R = 0.37984
Barrier, formula = 0.27721 eV
Barrier, direct minimization = 0.27721 eV
Barrier, converted = 26.75 kJ/mol
Near-threshold quadratic estimate = 0.36261 eV
Well displacement from midpoint = 0.03526 nm
Short and long bonds = 0.10474, 0.17526 nm
Bond orders y1, y2 = 0.8251, 0.1749
Curvature at barrier top = -848.3 eV/nm^2
Curvature in well = 1964.9 eV/nm^2
Boltzmann factor exp(-B/kT) = 2.251e-04
Crossing-curves model, barrier = 1.8461 eV
Crossing-curves model, vanishing distance = 0.1920 nm
Free-bond vibration quantum = 0.4391 eV
Well vibration quantum, harmonic = 0.2856 eV
Proton levels 0 and 1 above well = 0.12835, 0.13480 eV
Proton levels 2 and 3 above well = 0.30563, 0.39178 eV
Tunnel splitting = 0.00646 eV
Coherent transfer time h/(2*splitting) = 320.2 fs
Distance where ground level meets top = 0.26570 nm
Tunnelling crossover temperature = 347 K
Bending quanta, well and top = 0.1389, 0.1717 eV
Barrier shift from two bends = 0.0329 eV
Heavy-site stiffness K = 125 eV/nm^2
Relaxed barrier = 0.03513 eV
Site distance at relaxed barrier = 0.25753 nm
Upper bound K*(R-Rc)^2/2 = 0.03902 eV
Thermal rms spread of distance = 0.01625 nm
Thermal share of distances below Rc = 6.21 percent
Site-depth difference = 0.20 eV
Biased barrier from deeper site = 0.3395 eV
Biased barrier from shallower site = 0.2094 eV
Biased merging distance = 0.26177 nm
H5O2+ water O-H length = 0.0970 nm
H5O2+ water H-O-H angle = 108 degrees
H5O2+ MP2/6-31G** barrier at R = 0.388 eV
H5O2+ MP2/6-31G** short bond at R = 0.103 nm
H5O2+ MP2/6-31G** barrier at Rc = 0.035 eV
H5O2+ MP2/6-31G** short bond at Rc = 0.110 nm
all good
```
